# Phases from multipole refinement: the soft octupole of zinc blende

**Question**

I refine a multipole model against accurate X-ray intensities of a crystal with the zinc blende structure. The refined model gives a phase for every reflection, and with these phases I draw deformation density maps. I have been told that multipole refinement overcomes the phase problem in this way. I have also been told that, in acentric space groups, odd multipoles allowed by symmetry mainly change phases and can hardly be determined. Can both be right? Is every such multipole affected, and would a bad phase show in the R factor?

**Answer**

The refinement supplies phases, but they are phases of the model. They are as good as the parameters on which they depend, and in an acentric crystal the intensities can leave some of these parameters nearly free. The second statement needs a correction, though: what is nearly free is a particular combination of odd multipoles, not each one. In zinc blende the two sublattices have one octupole each. One combination of the two is well determined; the other is determined far less well, by a margin that depends on the atoms, on the radial functions of the model and on the precision of the data.

I use atomic units and kinematic scattering, with real scattering factors until anomalous scattering is introduced.

**A change of density that no intensity can see**

Let
$$F(\mathbf q)=\int\rho(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r ,$$
and change every structure factor to
$$F'(\mathbf q)=F(\mathbf q)\,e^{-i\lambda(\mathbf q)},\qquad \lambda\ \text{real}.$$
All moduli are unchanged. Two requirements decide whether $F'$ belongs to an admissible density.

First, the density must be real, so $F'(-\mathbf q)=F'(\mathbf q)^*$. Since $F(-\mathbf q)=F(\mathbf q)^*$, this holds if $\lambda(-\mathbf q)=-\lambda(\mathbf q)$.

Second, the space group must survive. If $\rho(R\mathbf r+\mathbf t)=\rho(\mathbf r)$, the substitution $\mathbf r\to R\mathbf r+\mathbf t$ in the integral gives
$$F(\mathbf q)=e^{i\mathbf q\cdot\mathbf t}F(R^{T}\mathbf q).$$
$F'$ obeys the same relation if $\lambda(R^T\mathbf q)=\lambda(\mathbf q)$ for every rotation part $R$. So $\lambda$ must be odd and invariant under the crystal class.

A phase counts only modulo $2\pi$. If the class contains the inversion, the two conditions give $\lambda=-\lambda$ modulo $2\pi$, so $\lambda$ is 0 or $\pi$: signs can be changed, but no continuous change is possible. If it does not, continuously variable functions exist: take a general vector $\mathbf q_0$, set $\lambda=c$ on all its symmetry equivalents and $\lambda=-c$ on their negatives. The two sets do not overlap, because only the inversion takes a general vector to its negative.

For smooth functions one asks for the lowest odd angular order $l$ that has an invariant. It is 3 for $\bar43m$ and for 222, and 9 for 432. A model of class 432 that stops at hexadecapoles therefore cannot represent such a smooth $\lambda$ as an odd multipole common to its atoms, while one of class $\bar43m$ that includes octupoles can. This says nothing about lower multipoles on sites of lower symmetry.

To see what $\lambda$ does to the atoms, write $F=\sum_j f_j e^{i\mathbf q\cdot\mathbf r_j}$ and expand to first order:
$$F'\simeq\sum_j\left(f_j-i\lambda f_j\right)e^{i\mathbf q\cdot\mathbf r_j}.$$
For spherical atoms, each one receives a term that is imaginary and odd in $\mathbf q$. This is an odd multipole, in proportion to the atom's own scattering factor. If only this linear term is kept,
$$|F(1-i\lambda)|^2=|F|^2(1+\lambda^2),$$
so the phase changes in first order and the intensity in second.

**The octupole and its quadrature phase**

Let $\mathbf n=\mathbf r/r$. An octupole with population $P$ has the density
$$P\,\frac{\zeta^6}{5!}\,r^3e^{-\zeta r}\,2n_xn_yn_z=P\,\frac{\zeta^6}{60}\,xyz\,e^{-\zeta r}.$$
The radial factor satisfies $\int_0^\infty(\zeta^6/5!)\,r^5e^{-\zeta r}dr=1$. The integral of $|2n_xn_yn_z|$ over the sphere is 2, half of it from positive lobes, so $P$ counts the electrons in the positive lobes.

For the transform, start from
$$\int e^{-\zeta r}e^{i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}{q}\,\mathrm{Im}\int_0^\infty r\,e^{-(\zeta-iq)r}dr=\frac{4\pi}{q}\,\mathrm{Im}\frac{1}{(\zeta-iq)^2}=\frac{8\pi\zeta}{(\zeta^2+q^2)^2}.$$
A factor $x$ in the density becomes $-i\,\partial/\partial q_x$, so $xyz$ becomes $(-i)^3\partial_x\partial_y\partial_z=i\,\partial_x\partial_y\partial_z$. Each derivative of a function of $q^2$ brings down $2q_x$, $2q_y$ or $2q_z$, and the third derivative of $(\zeta^2+u)^{-2}$ with respect to $u$ is $-24(\zeta^2+u)^{-5}$. Hence the octupole transform is
$$P\,\frac{\zeta^6}{60}\; i\; 8\pi\zeta\;8q_xq_yq_z\,\frac{-24}{(\zeta^2+q^2)^5}=-iP\,g,\qquad g=\frac{128\pi}{5}\,\frac{\zeta^7q_xq_yq_z}{(\zeta^2+q^2)^5}.$$
The factor $-i$ sets the octupole at right angles, in the complex plane, to the spherical scattering of the same atom.

**Zinc blende: one soft and one stiff combination**

Put A at the origin and B at $a(1,1,1)/4$. I give both octupoles the same radial function, so that one $g$ serves both atoms; the effect of dropping this assumption is shown further down. The indices are all even or all odd. With $n=h+k+l$, the phase factor of B is $e^{i\pi n/2}=i^n$, and per formula unit
$$F=f_A-iP_Ag+i^n(f_B-iP_Bg).$$
A positive $P_A$ puts charge on the side of A that faces B. A positive $P_B$ puts charge on the side of B that faces away from A.

For even $n$, $i^n=\varepsilon=\pm1$. Separating real and imaginary parts,
$$|F|^2=(f_A+\varepsilon f_B)^2+g^2(P_A+\varepsilon P_B)^2 .$$
There is no term linear in the octupoles.

For odd $n$, $i^n=i\sigma$ with $\sigma=\sin(\pi n/2)=\pm1$. Then
$$F=(f_A+\sigma gP_B)+i(\sigma f_B-gP_A),$$
$$|F|^2=f_A^2+f_B^2+g^2(P_A^2+P_B^2)+2\sigma g\,(f_AP_B-f_BP_A).$$
Here there is a linear term. It vanishes when $P_A:P_B=f_A:f_B$, which is the proportionality found above.

Now define
$$s=\tfrac12(P_A+P_B),\qquad d=\tfrac12(P_A-P_B).$$
With $P_A=s+d$ and $P_B=s-d$, the bracket becomes
$$f_AP_B-f_BP_A=s(f_A-f_B)-d(f_A+f_B).$$
The opposed octupole $d$ is multiplied by the sum of the scattering factors, the common octupole $s$ by their difference. If the atoms scatter similarly, $s$ is soft and $d$ is stiff. If they do not, the soft direction is still close to $P_A:P_B=f_A:f_B$, but it then mixes $s$ and $d$.

The two have different meanings in real space. On the bond $2n_xn_yn_z=\pm2/(3\sqrt3)=\pm0.385$. With $R(r)=\zeta^6r^3e^{-\zeta r}/5!$ and bond length $b$, the octupoles of the two bonded atoms give, at distance $x$ from A,
$$0.385\,\{\,s\,[R(x)-R(b-x)]+d\,[R(x)+R(b-x)]\,\}.$$
So $d$ puts charge into the bond, and $s$ moves bond charge from the B side to the A side. The refinement can establish that there is bond charge and still not establish to which atom it leans.

The limit $f_A=f_B$ is instructive. The linear term in $s$ is then absent, and $s$ enters the intensities through $s^2$. Inversion through the bond centre exchanges the atoms and reverses odd densities, so it takes $s$ to $-s$ and leaves $d$ alone. The intensities cannot distinguish the two. If the structure is required to be centric, as in diamond, this symmetry sets $s=0$ and the difficulty is gone.

**A worked model**

The following parameters are round numbers, not those of a material. The cell edge is 10 bohr, and each atom has a core of 10 electrons. The valence shells hold 3 electrons on A and 5 on B. Cores and valence shells have densities proportional to $e^{-\alpha r}$, with $\alpha=8$ and 2 bohr$^{-1}$. By the transform above, normalized to one electron, each scatters as $(1+q^2/\alpha^2)^{-2}$. The multipoles have $\zeta=3$ bohr$^{-1}$. The true octupoles are $P_A=0.30$ and $P_B=-0.20$ electron, both directed into the bond, so $s=0.05$ and $d=0.25$.

The data are noise-free intensities $I=|F|^2$ for 50 unique reflections up to $q=6.5$ bohr$^{-1}$, each with its Friedel mate. Their assigned uncertainties are $\sigma_I=0.004\,I+0.01$, about 0.2 % in $|F|$ for strong reflections. The refined parameters are a scale factor, a charge transfer from A to B, both octupoles and a hexadecapole on each atom.

Take the reflection 111, for which $q=2\pi\sqrt3/10=1.088$ bohr$^{-1}$. A core electron scatters 0.964 and a valence electron 0.595, so
$$f_A=9.64+1.79=11.43,\qquad f_B=9.64+2.98=12.62 .$$
With $n=3$, $\sigma=-1$ and $g=0.398$,
$$I=11.43^2+12.62^2+0.398^2(0.09+0.04)-2(0.398)(-2.29-3.79)\simeq294.6,$$
or $|F|=17.16$. Since $P_A^2+P_B^2=2s^2+2d^2$, the slopes are
$$\frac{\partial I}{\partial s}=4g^2s-2g(f_A-f_B)\simeq0.03+0.95=0.98,$$
$$\frac{\partial I}{\partial d}=4g^2d+2g(f_A+f_B)\simeq0.16+19.1=19.3 .$$
The uncertainty of $I$ is 1.19. To first order, and with all else known, this reflection would fix $d$ to about 0.06 electron but $s$ only to about 1.2 electrons.

For the full data set I hold $s$ (or $d$) at a chosen value, refine the other five parameters, and find where $\chi^2$ has risen by one from its minimum of zero:

- $s$ lies between $-0.87$ and $0.78$ electron, a half-width of 0.82.
- $d$ lies between 0.230 and 0.274 electron, a half-width of 0.022.

These intervals belong to the solution near the true model. Because the cores are equal and the charge transfer is free, the inverted structure (transfer $-2$, $s=-0.05$, $d=0.25$) fits exactly as well, and its interval for $s$ is the mirror image, reaching $+0.87$. Within one solution, the soft combination is 38 times less well determined. Its interval contains both signs and is much wider than the octupoles themselves. If the complex structure factors could be measured with corresponding precision, the standard uncertainty of $s$ would be 0.014 electron. The lost information is phase information.

The individual populations hide this structure. At the spherical model their correlation coefficient is 0.9996, and the least determined direction has $P_A/P_B=0.97$. This lies within the range of $f_A/f_B$ over the data, 0.906 to 0.996, as the proportionality suggests.

**Would the R factor reveal the error?**

Suppose $s$ is wrong by 0.30 electron and everything else is refined again. The result is $\chi^2=0.10$, summed over all 100 intensities, and an R factor on $|F|$ of 0.0064 % relative to the true data. For the 74 reflections with $|F|>5$ electrons, the rms relative change of the modulus is $7.5\times10^{-5}$. The rms phase change is $5.2\times10^{-3}$ rad, or 0.30°, about 70 times larger.

The reflection 422 shows how this comes about. There $n=8$ and $F=f_A+f_B-2igs$. With $g=0.324$ and $|F|=15.88$, the phase change is
$$-\frac{2(0.324)(0.30)}{15.88}=-0.0122\ \text{rad}=-0.70^\circ .$$
The modulus, with the other parameters held, changes by
$$\frac{(2g)^2(0.35^2-0.05^2)}{2|F|}\simeq0.0016\ \text{electron}.$$
After the refinement of the others, 0.0008 remains.

A phase error below one degree sounds harmless, but a deformation map is itself a small difference between large densities. At one quarter, one half and three quarters of the bond from A, the deformation density in electrons per bohr³ is

- true model: 0.036, 0.018, 0.025;
- wrong model: 0.068, 0.018, $-0.009$.

The changes are $+0.22$, $-0.003$ and $-0.23$ electrons per Å³. Near A the deformation density has almost doubled, and near B it has changed sign. The bond formula accounts for the first change: at $x=1.083$ bohr, $R(x)=0.300$ and $R(b-x)=0.012$, so the shift in $s$ gives $0.385\times0.30\times0.288=0.033$ electron per bohr³. The refined map gives 0.032, the small difference coming from the readjusted parameters. At the midpoint the two contributions of $s$ cancel.

The R factor therefore says little about this feature. Nor does the count of 50 unique intensities against six parameters help: a fit can be overdetermined as a whole and still have one nearly flat direction.

**Could a more flexible model, or positivity, decide?**

More flexibility cannot supply the missing information. If a model is flexible enough to represent $F e^{-i\lambda}$ in full, including the even terms from $\cos\lambda$, the fit is equally good for every amplitude of $\lambda$. The finite interval for $s$ above depends partly on the restricted form of the model.

Anharmonic motion gives a direct example. If all atoms receive the same third-order factor $e^{-i\gamma q_xq_yq_z}$, then $\lambda=\gamma q_xq_yq_z$ and no intensity changes. The common coefficient $\gamma$ cannot be obtained from such data.

Positivity limits the amplitude but does not single out one density. In the worked model the static total density on the [111] line has a minimum of 0.0006 electron per bohr³ for the true $s$. With the other parameters refined, it stays positive from $s=-0.2$ to $0.10$ and is negative at $-0.3$, at $0.15$, at $0.35$ and at both ends of the interval. Positivity therefore excludes the wrong model above and much of the interval, but leaves both signs of $s$. For a small amplitude it does not decide. I smoothed the spherical model with a common thermal factor $e^{-Uq^2/2}$, $U=0.1$ bohr², and applied the phase change $\lambda=0.05\,g/12$. Both densities are positive on the grid used, with minima of 0.00128 and 0.00114 electron per bohr³. Their Patterson functions, summed directly in real space at four displacements, agree to rounding error. Yet the density at the quarter point near A rises from 0.3623 to 0.3639, and near B it falls from 0.4338 to 0.4322. The mean of $\rho^3$ also changes, by $-5\times10^{-6}$ relative to its value. Shifts and inversion preserve this mean, so the second density is not a displaced or inverted copy of the first.

**When the common octupole can be measured**

If $f_A/f_B$ is constant over the data and both octupoles share one radial function, the linear term vanishes at every odd reflection for $P_A:P_B=f_A:f_B$, and only the quadratic terms limit this direction. A varying ratio makes the cancellation incomplete. With cores of 2 electrons instead of 10, the half-width of $s$ falls to 0.15 electron, while that of $d$ is 0.010. Nearly all of this gain comes from the smaller uncertainties: the spherical intensity of 111 falls from about 290 to 38, and its uncertainty by a factor of about seven, while the octupole scattering $g$ is unchanged. The ratio $f_A/f_B$ at 111 also falls, from 0.906 to 0.757, but this matters little here. With the absolute uncertainties of the heavy-core data the light-core half-width is still 0.78, and with those of the light-core data the heavy-core half-width is 0.13.

The radial functions matter as much. With separate transforms $g_A$ and $g_B$ the linear term is $2\sigma(f_Ag_BP_B-f_Bg_AP_A)$, and it cancels at all odd reflections only if $f_Ag_B/(f_Bg_A)$ is constant. With cores of 10 electrons and multipole exponents fixed at 3.2 on A and 2.8 bohr$^{-1}$ on B, in both the true and the fitted model, the half-width of $s$ is 0.16 electron. With 2.8 and 3.2 it is 0.12, and with 3.5 and 2.5 it is 0.06. This gain rests on knowing the exponents; refining them was not examined. The factor 38 thus belongs to equal exponents. Unequal cores turn the soft direction: for cores of 10 and 28 electrons it has $P_A/P_B=0.36$, and the standard uncertainty of $d$ rises from 0.02 to 1.3 electrons. So "nearly undetermined" depends on the atoms and on the precision of the data.

Anomalous scattering helps in a different way. Add $iG$ to the structure factor, with $G=f''_A+i^nf''_B$. Since $(iG)^*=-iG^*$, the part of the intensity linear in $\lambda$ is
$$2\,\mathrm{Re}\left[-i\lambda F\,(F^*-iG^*)\right]=-2\lambda\,\mathrm{Re}(FG^*),$$
because $-i\lambda|F|^2$ has no real part. On going to $-\mathbf q$, $F$ and $G$ become their conjugates and $\lambda$ changes sign, so Friedel mates change in opposite directions. Their difference carries first-order information on $s$.

With $f''=0.1$ and 0.2 electron on A and B, the half-width of $s$ is still 0.53 electron. With 1 and 2 electrons it is 0.07. These figures assume that $f''$ and the absolute structure are known and that the mates are measured separately. If they are averaged, the linear term cancels.

In practice, I would hold the suspected combination at a series of values, refine everything else, and draw the map at both ends of the accepted interval. Features that differ between the two maps are not established by the data. One may fix $s$ from a calculated density, but the corresponding feature is then a result of the calculation. My intervals leave out refined thermal parameters, extinction and multipoles above the hexadecapole, and they belong to the stated uncertainties. The numerical output below gives the values for the main cases.

## Numbers as computed

```
lowest odd invariant order (searched to 15): {'-43m': 3, '432': 9, '222': 3, 'm-3m': None}
a = 10.0 bohr; bond = 4.330 bohr; q_max = 6.5 1/bohr
decay core, valence, multipole = 8.0, 2.0, 3.0 1/bohr
core electrons A, B = 10, 10; valence = 3, 5
reflections: 50 unique, 100 with Friedel mates
sigma(I) = 0.004 I + 0.01 (electrons squared)
true P_A, P_B, s, d = 0.30, -0.20, 0.05, 0.25 e
f_A/f_B over the data: 0.906 to 0.996, median 0.993
softest direction P_A/P_B at spherical model = 0.967
correlation of P_A and P_B there = 0.99962
intervals where chi-square rises by one (electrons):
  s, no anomalous scattering: -0.868 to 0.777, half 0.823
  d, no anomalous scattering: 0.230 to 0.274, half 0.022
  s, f'' = 0.1, 0.2: -0.494 to 0.560, half 0.527
  s, f'' = 1, 2: -0.019 to 0.119, half 0.069
  s, cores of 2 electrons: -0.109 to 0.190, half 0.149
  d, cores of 2 electrons: 0.241 to 0.261, half 0.010
half-width ratio s/d = 37.7
standard uncertainty of s if phases were measured = 0.0138 e
forced error in s = 0.3 e: chi-square = 0.1034, R(F) = 0.0064 %
  refined d = 0.2459 e, transfer = 0.0029 e, scale = 0.999946
  refined hexadecapoles A, B = 0.0063, -0.0024 e
  for |F| > 5 e (74 reflections): rms phase change = 0.295 deg = 0.00515 rad
  same reflections: rms relative modulus change = 0.000075
  hkl, g (e per unit P), |F| true, |F| wrong (e), phase change (deg):
  (1, 1, 1) 0.3982 17.1632 17.1696 -0.575
  (3, 1, 1) 0.3095 13.5964 13.5959 -0.553
  (2, 2, 2) 0.7134 0.5504 0.5503 -0.801
  (4, 2, 2) 0.3243 15.8794 15.8802 -0.702
deformation density at 1/4, 1/2, 3/4 of bond from A (e/bohr^3):
  true:   0.03560 0.01795 0.02458
  wrong:  0.06779 0.01754 -0.00881
  change in e/angstrom^3: 0.2172 -0.0028 -0.2253
phase-only pair: U = 0.1 bohr^2, P = 0.05 e, f_ref = 12 e
  minimum density = 0.001278 and 0.001139 e/bohr^3
  density at 1/4, 3/4 of bond (e/bohr^3): 0.36233 0.43383 0.36386 0.43221 (first, second)
  largest relative Patterson difference = 4.4e-16
  relative change of mean cubed density = -5.26e-06
```
